\section*{Why Inversion Electrons Do Not Peak at a High Oxide Barrier}

\section{Two densities at one interface}

An electron is held against an oxide by a potential energy that rises by $0.05$ eV per nanometre into the channel. At 300 K, classical statistics gives a density of $1.934\ \mathrm{nm}^{-1}$ at the interface, the largest value anywhere in the channel. The lowest quantum state in the same potential has $0.0057\ \mathrm{nm}^{-1}$ there, which is $0.29$ percent of the classical value. Its density is greatest $1.18$ nm inside the channel.

The belief to be examined is that inversion electrons, being pulled towards the oxide, must be most numerous exactly at the oxide. It is a reasonable belief. The potential energy is lowest at the interface, the force points towards it, and a high barrier stops the electrons from going further. For classical particles the conclusion is correct. What fails is its transfer to electrons whose wavelength is comparable with the width of the layer.

Let $z>0$ be the channel, with effective mass $m$ and potential energy $Fz$, and let $z<0$ be the oxide, with mass $m_b$ and constant potential energy $V_0$. The number $F>0$ is the slope of the potential energy, so the force on an electron is $-F$, towards the oxide. The model has one valley ladder, a fixed $F$, no image force and no leakage to the gate. The flat oxide potential is a simplification: in a biased stack it is tilted, and a state can then leak through a thin film. All densities along $z$ are normalized to one electron, so their unit is $\mathrm{nm}^{-1}$.

The example uses round model parameters: $m=0.9$ and $m_b=0.3$ electron masses, $V_0=3$ eV, $F=0.05$ eV/nm and $T=300$ K.

\section{The classical argument}

In classical statistics the probability of position $z$ and momentum $p$ is proportional to
\begin{equation}
\exp\left[-\frac{p^2/2m+Fz}{kT}\right]
=e^{-p^2/2mkT}\,e^{-Fz/kT}.
\end{equation}
The two factors separate. Integration over $p$ gives the same constant at every $z$, and the mass disappears from the shape of the density. Since $\int_0^\infty e^{-Fz/kT}dz=kT/F$, the normalized density is
\begin{equation}
n_{\rm cl}(z)=\frac{F}{kT}e^{-Fz/kT},\qquad z>0.
\end{equation}
It falls from the first point of the channel onwards, with logarithmic slope $-F/kT$. Its mean distance from the interface is
\begin{equation}
\bar z_{\rm cl}=\frac{F}{kT}\int_0^\infty z\,e^{-Fz/kT}dz=\frac{kT}{F}
=\frac{0.02585}{0.05}\ \mathrm{nm}=0.517\ \mathrm{nm}.
\end{equation}

The separation into a position factor and a momentum factor is the weak point. In quantum mechanics a narrow position distribution requires a spread of momentum. Confinement to a width $b$ costs a kinetic energy of order $\hbar^2/2mb^2$. With $\hbar^2/2m=0.0381/0.9=0.0423\ \mathrm{eV\,nm^2}$ and $b=0.517$ nm, this is about $0.16$ eV, or six times $kT$. The classical profile leaves out a cost larger than the thermal energy that sets its width.

Balancing this cost against the potential energy $Fb$ gives the natural width. The sum $\hbar^2/2mb^2+Fb$ is least when $-\hbar^2/mb^3+F=0$, or $b^3=\hbar^2/mF$. Apart from a numerical factor, this is the length
\begin{equation}
L=\left(\frac{\hbar^2}{2mF}\right)^{1/3}=0.946\ \mathrm{nm},
\qquad FL=0.0473\ \mathrm{eV}.
\end{equation}
This estimate explains the width of the layer. The behaviour at the interface needs the wavefunction itself.

\section{An infinite wall: the exact node}

In the channel the wavefunction obeys
\begin{equation}
-\frac{\hbar^2}{2m}\psi''+Fz\,\psi=E\psi .
\end{equation}
Put $x=z/L-E/(FL)$. Then $\psi''=L^{-2}d^2\psi/dx^2$ and $Fz-E=FLx$. The definition of $L$ gives $\hbar^2/2mL^2=FL$, so this factor cancels from every term:
\begin{equation}
\frac{d^2\psi}{dx^2}=x\psi .
\end{equation}
The solution that decays into the channel is the Airy function, $\psi=C\,\mathrm{Ai}(x)$. At the interface its argument is $s=-E/(FL)$.

An infinite wall requires $\mathrm{Ai}(s)=0$. Let $a_1=-2.33811$ be the first zero of $\mathrm{Ai}$ and $a_1'=-1.01879$ the first zero of its derivative. The lowest energy is
\begin{equation}
E_1^{\infty}=|a_1|FL=0.1106\ \mathrm{eV}.
\end{equation}
The density has its maximum where $x=a_1'$, hence at
\begin{equation}
z_{\rm peak}^{\infty}=(|a_1|-|a_1'|)L
=1.3193\times0.946\ \mathrm{nm}=1.248\ \mathrm{nm}.
\end{equation}

Two integrals fix the normalization and the mean. The Airy equation $\mathrm{Ai}''=x\mathrm{Ai}$ gives
\begin{align}
\frac{d}{dx}\left(x\mathrm{Ai}^2-\mathrm{Ai}'^2\right)
&=\mathrm{Ai}^2+2x\mathrm{Ai}\,\mathrm{Ai}'-2x\mathrm{Ai}\,\mathrm{Ai}'
=\mathrm{Ai}^2,\\
\frac{d}{dx}\,\frac{\mathrm{Ai}\,\mathrm{Ai}'-x\mathrm{Ai}'^2+x^2\mathrm{Ai}^2}{3}
&=\frac{x\mathrm{Ai}^2+2x\mathrm{Ai}^2}{3}=x\mathrm{Ai}^2 .
\end{align}
In the second line the terms $\pm\mathrm{Ai}'^2$ cancel, as do the terms $\pm2x^2\mathrm{Ai}\,\mathrm{Ai}'$. Everything vanishes at infinity, so
\begin{equation}
\int_s^\infty\mathrm{Ai}^2dx=\mathrm{Ai}'(s)^2-s\,\mathrm{Ai}(s)^2 .
\label{norm}
\end{equation}
For the infinite wall, $s=a_1$ and $\mathrm{Ai}(s)=0$. The normalization integral is then $\mathrm{Ai}'(a_1)^2$, and the integral of $x\mathrm{Ai}^2$ is $a_1\mathrm{Ai}'(a_1)^2/3$. Their ratio is $\bar x=-|a_1|/3$, and since $z=L(x+|a_1|)$,
\begin{equation}
\bar z^{\infty}=\frac{2}{3}|a_1|L=1.475\ \mathrm{nm}.
\end{equation}

Because $dz=L\,dx$, normalization reads $C^2L\,\mathrm{Ai}'(a_1)^2=1$. The slope at the wall is $\psi'(0)=C\,\mathrm{Ai}'(a_1)/L$, and therefore $\psi'(0)^2=1/L^3$. Close to the wall,
\begin{equation}
|\psi(z)|^2\simeq\frac{z^2}{L^3}.
\end{equation}
The density starts from zero and grows quadratically, while the classical density starts from its maximum. No repulsive force in the channel produces this. The potential there is still $Fz$, and the node comes from the boundary condition.

\section{A finite barrier: a near-node}

A real barrier is finite, and to say that the wavefunction vanishes at it would replace one overstatement by another. In the oxide a state with $E<V_0$ has the form
\begin{equation}
\psi(z)=\psi(0)e^{\kappa z},\quad z<0,\qquad
\kappa=\frac{\sqrt{2m_b(V_0-E)}}{\hbar}.
\end{equation}
The wavefunction is continuous. With a position-dependent mass, the kinetic term of the wave equation is taken here as $-(\hbar^2/2)\,(\psi'/\text{mass})'$. This is the usual (BenDaniel--Duke) choice and part of the model; other orderings of mass and momentum also conserve the current. The potential is finite at the interface, so integrating the equation over a vanishingly short interval across it shows that $\psi'/\text{mass}$ is continuous too. Together the two conditions conserve the probability current. Thus
\begin{equation}
\frac{\psi'(0^+)}{m}=\frac{\kappa\psi(0)}{m_b}
\quad\Longrightarrow\quad
\frac{\psi'(0^+)}{\psi(0)}=\frac{m\kappa}{m_b}>0 .
\label{slope}
\end{equation}
The logarithmic slope of the density is twice this ratio, $2m\kappa/m_b$. It is positive for every state bound below $V_0$, whatever the subband. The density therefore rises on entering the channel and cannot have its maximum at $z=0$. In the example $\kappa=4.773\ \mathrm{nm}^{-1}$, and the slope is $2\times3\times4.773=28.6\ \mathrm{nm}^{-1}$. The classical slope is $-1.93\ \mathrm{nm}^{-1}$, of opposite sign.

With the Airy function inserted, (\ref{slope}) becomes the equation for the energy:
\begin{equation}
\frac{\mathrm{Ai}'(s)}{\mathrm{Ai}(s)}=\frac{m\kappa L}{m_b},
\qquad s=-\frac{E}{FL}.
\label{energy}
\end{equation}
Its lowest solution is $E_1=0.1071$ eV. The peak is again at $x=a_1'$:
\begin{equation}
z_{\rm peak}=\frac{E_1}{F}-|a_1'|L
=2.1424\ \mathrm{nm}-0.9638\ \mathrm{nm}=1.1786\ \mathrm{nm},
\label{peak}
\end{equation}
or about 22 bohr. Compared with the infinite wall, the peak has moved towards the oxide by $(E_1^\infty-E_1)/F=0.070$ nm. This shift has a simple reading. By (\ref{slope}), a straight line through $\psi(0)$ with slope $\psi'(0^+)$ reaches zero at a distance $m_b/(m\kappa)=0.070$ nm behind the interface. The electron behaves nearly as if an infinite wall stood at that point.

The size of the near-node follows from normalization. From (\ref{norm}), the channel contributes
\begin{equation}
\int_0^\infty|\psi|^2dz
=LC^2\mathrm{Ai}'(s)^2-sLC^2\mathrm{Ai}(s)^2 .
\end{equation}
Here $C\,\mathrm{Ai}(s)=\psi(0)$, and (\ref{slope}) gives $C\,\mathrm{Ai}'(s)=L\psi'(0^+)=L(m\kappa/m_b)\psi(0)$. Also $-sL=E/F$. The oxide tail contributes $|\psi(0)|^2\int_{-\infty}^0e^{2\kappa z}dz=|\psi(0)|^2/2\kappa$. Setting the total equal to one gives
\begin{equation}
1=|\psi(0)|^2\left[L^3\frac{m^2\kappa^2}{m_b^2}
+\frac{E}{F}+\frac{1}{2\kappa}\right].
\end{equation}
In the first term, the definitions of $L$ and $\kappa$ remove $\hbar$:
\begin{equation}
L^3\frac{m^2\kappa^2}{m_b^2}
=\frac{\hbar^2}{2mF}\,\frac{m^2}{m_b^2}\,\frac{2m_b(V_0-E)}{\hbar^2}
=\frac{m}{m_b}\,\frac{V_0-E}{F}.
\end{equation}
Hence, within this model and without a high-barrier approximation,
\begin{equation}
|\psi(0)|^2=
\frac{F}{(m/m_b)(V_0-E)+E+F/(2\kappa)} .
\label{rho}
\end{equation}
For the ground state the three terms of the denominator are $8.679$, $0.107$ and $0.005$ eV, with sum $8.791$ eV. Therefore
\begin{equation}
|\psi_1(0)|^2=\frac{0.05}{8.791}\ \mathrm{nm}^{-1}
=0.00569\ \mathrm{nm}^{-1}.
\end{equation}
The density at the peak is $0.617\ \mathrm{nm}^{-1}$, so the interface value is $0.92$ percent of the peak. The probability of finding the electron in the oxide is $|\psi_1(0)|^2/2\kappa$, or $0.06$ percent. An independent finite-difference solution with the mass jump agrees with (\ref{rho}) to within $0.3$ percent for each of the lowest 14 subbands. The size of the near-node, and its dependence on $m_b/m$, rest on the matching rule chosen. If instead $\psi/\sqrt{\text{mass}}$ and its derivative are continuous, the density still rises into the channel, but its value on the channel side of the interface is $0.047\ \mathrm{nm}^{-1}$, or $7.6$ percent of the peak, and the peak lies at $1.05$ nm.

\section{When the near-node weakens}

For a high barrier at fixed masses, the first term of the denominator in (\ref{rho}) dominates and $E$ can be neglected beside $V_0$:
\begin{equation}
|\psi(0)|^2\simeq\frac{m_b}{m}\,\frac{F}{V_0}.
\end{equation}
The interface density falls only as $1/V_0$. The ground state shows the approach to this law:
\begin{center}
\begin{tabular}{cccc}
$V_0$ & $|\psi_1(0)|^2$ & estimate & peak\\
(eV) & (nm$^{-1}$) & (nm$^{-1}$) & (nm)\\
0.5 & 0.0381 & 0.0333 & 1.065\\
3 & 0.00569 & 0.00556 & 1.179\\
12 & 0.00140 & 0.00139 & 1.214
\end{tabular}
\end{center}
At $0.5$ eV the estimate is 13 percent below the full result; at 12 eV it is less than 1 percent below. The peak moves towards the infinite-wall position of $1.248$ nm.

Height alone does not guarantee a near-node. Equation (\ref{energy}) shows that $s$ is close to the zero $a_1$ if $m\kappa L/m_b\gg1$. In the example this number is $3\times4.773\times0.946=13.5$. Since $\kappa$ grows as $\sqrt{m_b}$, the ratio falls as $1/\sqrt{m_b}$ when the oxide mass increases. In the formal limit of a very heavy oxide mass at fixed $V_0$, the slope at the interface tends to zero and the near-node is lost, however high the barrier.

A low barrier brings another limit: there may be no bound state. The right side of (\ref{energy}) is positive for $E<V_0$. For $x>a_1'$, $\mathrm{Ai}$ is positive and $\mathrm{Ai}'$ negative, so their ratio has the wrong sign. A solution thus needs $s<a_1'$, or $E>|a_1'|FL$, and together with $E<V_0$ this requires
\begin{equation}
V_0>|a_1'|FL=0.0482\ \mathrm{eV}.
\end{equation}
The condition is also sufficient. Follow $s$ downwards from $a_1'$, where the left side of (\ref{energy}) is zero and the right side positive. If $V_0$ exceeds $|a_1|FL$, the left side grows without limit as $s$ approaches $a_1$. If it does not, the right side falls to zero at $E=V_0$. In either case the two sides must cross.

As the barrier is lowered to the threshold, $E_1$ is squeezed between $|a_1'|FL$ and $V_0$. By (\ref{peak}), the peak then moves to the interface. At the same time $\kappa$ tends to zero and the tail spreads far into the oxide. The classical picture is not recovered: the state is ceasing to be confined. The 3 eV barrier is some 60 times the threshold.

\section{Does heat restore the classical peak?}

At 300 K higher subbands are occupied too. In a dilute layer, with the same in-plane mass for each subband, their weights are
\begin{equation}
w_i=\frac{e^{-E_i/kT}}{\sum_je^{-E_j/kT}},\qquad
n(z)=\sum_iw_i|\psi_i(z)|^2 .
\end{equation}
By (\ref{slope}), each term with $E_i<V_0$ rises at the interface, and a sum of rising terms with positive weights rises as well. States above the barrier do not share this property, but they lie $2.89$ eV, or about $112\,kT$, above the ground state. Their Boltzmann factors are negligible here.

In the single valley ladder of this model, the lowest subband holds 96 percent of the electrons. In a channel with several ladders, such as silicon, the others can take a substantial share and this fraction is then smaller. The thermal peak is at $1.163$ nm, very near the ground-state peak. The profiles are, in $\mathrm{nm}^{-1}$:
\begin{center}
\begin{tabular}{cccc}
$z$ (nm) & classical & ground & thermal\\
0 & 1.934 & 0.0057 & 0.0057\\
0.5 & 0.735 & 0.298 & 0.295\\
1 & 0.280 & 0.593 & 0.577\\
2 & 0.040 & 0.333 & 0.325\\
4 & 0.0008 & 0.0029 & 0.0097
\end{tabular}
\end{center}
At 4 nm the thermal density is more than three times that of the ground state. The lowest subband supplies only $0.958\times0.0029=0.0028\ \mathrm{nm}^{-1}$ of it; the rest comes from the few electrons in higher subbands, which reach further from the oxide. Heating populates the outer part of the layer without filling the near-node.

The classical exponential must still have a domain of validity. Consider an infinite wall and a temperature so high that $Fz$ changes little, relative to $kT$, over a thermal wavelength. Near the wall the states are then $\sin qz$, with Boltzmann weight $e^{-\ell^2q^2}$, where $\ell^2=\hbar^2/(2mkT)$. Since $2\sin^2qz=1-\cos2qz$, the density relative to its value far from the wall is
\begin{equation}
\frac{\int_0^\infty e^{-\ell^2q^2}(1-\cos2qz)\,dq}
{\int_0^\infty e^{-\ell^2q^2}\,dq}
=1-e^{-z^2/\ell^2}.
\end{equation}
The last step uses the Gaussian integral $\int_0^\infty e^{-\ell^2q^2}\cos2qz\,dq=(\sqrt\pi/2\ell)e^{-z^2/\ell^2}$. Restoring the slow variation due to the force gives
\begin{equation}
n(z)\simeq n_{\rm cl}(z)\left(1-e^{-z^2/\ell^2}\right).
\label{hot}
\end{equation}
The condition is $F\ell/kT\ll1$. Because $\ell^2=L^3F/kT$, one has $F\ell/kT=(FL/kT)^{3/2}$, so the requirement is $kT\gg FL$. An explicit sum over Airy states differs from (\ref{hot}) by at most $0.027$ of $n_{\rm cl}(0)$ at $FL/kT=0.1$, over depths up to $4\ell$, and by at most $0.010$ at $FL/kT=0.05$.

In this hot limit the classical profile is right over most of the layer, whose width $kT/F$ is much larger than $\ell$. It remains wrong within a distance of order $\ell$ from the wall, and there the density still falls to zero. The example is far from this limit. It has $FL/kT=1.83$, and $\ell=1.28$ nm exceeds the entire classical mean distance of $0.517$ nm. Equation (\ref{hot}) should not be used for it.

\section{What the displacement does in a gate stack}

The missing interface peak has an electrical consequence. Let the sheet contain $N$ electrons per area, and let $\varepsilon_s$ be the absolute permittivity of the channel. Keep the field beyond the layer fixed. By Gauss's law, the electrons then change the field at depth $z$ by an amount set by the charge lying deeper than $z$. In magnitude, their contribution to the potential drop across the channel is
\begin{align}
\Delta\phi&=\frac{eN}{\varepsilon_s}
\int_0^\infty dz\int_z^\infty n(z')\,dz'\nonumber\\
&=\frac{eN}{\varepsilon_s}\int_0^\infty n(z')\left(\int_0^{z'}dz\right)dz'
=\frac{eN\bar z}{\varepsilon_s}.
\end{align}
The second line exchanges the order of integration: a charge at $z'$ contributes at every depth from $0$ to $z'$. Here $\bar z=\int_0^\infty z\,n\,dz$ is the channel moment; the small charge in the oxide tail is left out.

The thermal quantum moment is $1.454$ nm and the classical one $0.517$ nm, so the displacement is $\Delta z=0.937$ nm. This is the value for one ladder. With the two ladders of silicon (100) at the same field and barrier (confinement masses $0.916$ and $0.19$), the lighter ladder holds about 27 percent of the electrons and $\Delta z$ rises to about $1.12$ nm; the drop and added thickness below scale with it. Take $N=10^{11}\ \mathrm{cm}^{-2}$ and a relative channel permittivity of 12. The field scale $eN/\varepsilon_s$ is $0.00151$ V/nm, about 3 percent of the fixed field of $0.05$ V/nm, which supports the use of a constant $F$: including the field of the electrons self-consistently changes $\Delta z$ by less than $0.003$ nm. With an in-plane mass of $0.2$ electron masses, the density must be small compared with the subband state density times $kT$, which is $0.0216\ \mathrm{nm}^{-2}$. The chosen $N=0.001\ \mathrm{nm}^{-2}$ is 5 percent of it, so Boltzmann weights are justified.

At equal $N$ and $F$, the quantum profile adds the drop
\begin{equation}
\frac{eN\Delta z}{\varepsilon_s}
=0.00151\times0.937\ \mathrm{V}=1.41\ \mathrm{mV}.
\end{equation}
This is only the drop made by the sheet's own charge. The confinement energy also raises the gate voltage needed for a given $N$, here by tens of millivolts, and is not included in it.

The same sheet charge produces a drop $eNd/\varepsilon_{\rm ox}$ across an oxide of thickness $d$. As far as this electrostatic drop is concerned, the displacement is therefore equivalent to an added thickness
\begin{equation}
d_{\rm add}=\frac{\varepsilon_{\rm ox}}{\varepsilon_s}\Delta z
=\frac{20}{12}\times0.937\ \mathrm{nm}=1.56\ \mathrm{nm}
\end{equation}
for an oxide of relative permittivity 20. This is 52 percent of a physical film of 3 nm. The fraction is $\Delta z\,\varepsilon_{\rm ox}/(\varepsilon_sd)$, so it grows with the oxide capacitance per area, $\varepsilon_{\rm ox}/d$. A larger oxide capacitance makes the same displacement matter more relative to the oxide drop. The permittivity of 20 and the barrier of 3 eV are separate model choices; real oxides of high permittivity often have lower barriers.

This electrostatic effect is distinct from quantum capacitance, which measures how far the chemical potential $\mu$ must rise, at fixed subband energies, to add electrons. In the dilute regime $N\propto e^{\mu/kT}$, so
\begin{equation}
C_q=e^2\frac{dN}{d\mu}=\frac{e^2N}{kT}.
\end{equation}
For a small fractional increase $dN/N$, this term requires a voltage $(kT/e)\,dN/N$, or $25.9$ mV times $dN/N$. At fixed profile, the electrostatic drop due to the displacement grows by $1.41$ mV times the same fraction. In this dilute layer that is about half the growth of the oxide drop, but only about 5 percent of the chemical-potential term. It is not itself the gate voltage needed to add the electrons. Measured from the band edge at the interface, the subband energies rise by the added potential energy averaged over the profile, which is less than the full drop across the layer. The 52 percent is a comparison with the oxide alone, not a predicted loss of total gate capacitance. At higher density the displacement term grows in proportion to $N$, but then the electrons also alter $F$, the profile must be found self-consistently, and Boltzmann weights eventually fail. The numerical output below gives the values used here.

\section*{Computed results}
\begin{verbatim}
Channel mass, oxide mass: 0.90, 0.30 electron masses
Barrier height: 3.00 eV
Force (potential-energy slope): 0.050 eV/nm
Temperature: 300 K; kT: 0.02585 eV
hbar^2/(2 electron mass): 0.038100 eV nm^2
Airy length L: 0.9460 nm; energy F L: 0.04730 eV
|First zero of Ai|: 2.33811; of Ai': 1.01879 (no unit)
Hard-wall ground energy: 0.11060 eV
Hard-wall peak, mean: 1.2481, 1.4746 nm
Finite-barrier energies 1, 2: 0.10712, 0.18985 eV
Ground-state oxide decay rate: 4.7727 1/nm
Ground-state peak: 1.1786 nm = 22.271 bohr
Thermal quantum peak: 1.1631 nm
Classical mean distance: 0.5170 nm
Ground-state channel moment: 1.4044 nm
Thermal quantum channel moment: 1.4541 nm
Classical interface density: 1.93409 1/nm
Ground-state interface density: 0.005688 1/nm
Thermal interface density: 0.005693 1/nm
Ground-state peak density: 0.61655 1/nm
Ground interface/peak density: 0.922 percent
Ground/classical at interface: 0.294 percent
Ground probability in oxide: 0.0596 percent
Log density slope at 0+, classical: -1.9341 1/nm
Log density slope at 0+, ground: 28.6362 1/nm
Lowest-subband thermal share: 95.78 percent
Depth (nm): classical, ground, thermal densities (1/nm)
  0.0: 1.93409, 0.00569, 0.00569
  0.5: 0.73535, 0.29751, 0.29482
  1.0: 0.27958, 0.59310, 0.57676
  2.0: 0.04042, 0.33317, 0.32511
  4.0: 0.00084, 0.00293, 0.00967
Barrier (eV): interface density, estimate (1/nm), peak (nm)
  0.5: 0.038132, 0.033333, 1.0651
  3.0: 0.005688, 0.005556, 1.1786
  12.0: 0.001397, 0.001389, 1.2137
Minimum barrier for a bound state: 0.04819 eV
Hot-limit error at FL/kT=0.10: 0.02621 of n_cl(0)
Hot-limit error at FL/kT=0.05: 0.00965 of n_cl(0)
Thermal depletion length at 300 K: 1.2797 nm
Electron sheet density: 0.0010 1/nm^2 = 1.0e+11 1/cm^2
In-plane mass: 0.20 electron masses
Dilute-layer density scale: 0.02160 1/nm^2
Relative permittivity, channel: 12; oxide: 20
Field made by electron sheet: 0.001508 V/nm
Quantum minus classical moment: 0.9370 nm
Extra electrostatic drop: 1.4130 mV
Equivalent added oxide: 1.5617 nm
Physical oxide thickness: 3.00 nm
Added/physical oxide: 52.1 percent
\end{verbatim}
